\section*{Arrhenius curvature from Gaussian traps in a grain boundary}

\section{Problem}

A grain boundary is modelled as a square lattice of $N$ sites with spacing $a$, repeated periodically. Site $i$ has energy $E_i=E_0+\varepsilon_i$, where the $\varepsilon_i$ are independent and Gaussian with mean zero and standard deviation $\sigma$; a deep trap has negative $\varepsilon_i$. All saddles between neighbouring sites have the same energy $E_s$. With $Q_0=E_s-E_0$ and $\beta=1/kT$, a tracer atom hops from site $i$ to each of its four neighbours at the rate
\begin{equation}
\Gamma_i=\nu\,e^{-\beta(E_s-E_i)}=\nu\,e^{-\beta(Q_0-\varepsilon_i)} .
\end{equation}
The tracer is dilute, so that no atom blocks another, and $\nu$, $a$, $Q_0$ and $\sigma$ do not depend on temperature. The Gaussian tail above the saddle is cut off.

Find the diffusivity $D$ of an equilibrated tracer and the curvature of its Arrhenius plot, meaning the second derivative of $\ln D$ with respect to $1/T$. Evaluate both for copper in the boundaries of a columnar titanium nitride diffusion barrier, with the round values $Q_0=1.6$ eV, $\sigma=0.15$ eV, $a=0.3$ nm and $\nu=5\times10^{12}$ Hz, annealed between 673 and 1073 K. How far can a straight line through the anneal data be trusted at a service temperature of 373 K?

\section{First estimate by scaling}

A trap of depth $d$ holds the tracer longer than an average site by the factor $e^{d/kT}$, but such traps are rare, with a density that falls as $e^{-d^2/\sigma^2}$ up to a number in the exponent. The traps that matter are those for which gain and rarity balance:
\begin{equation}
\frac{d}{kT}\sim\frac{d^2}{\sigma^2}\quad\Rightarrow\quad d\sim\frac{\sigma^2}{kT}.
\end{equation}
Colder tracers are held by deeper traps. The apparent activation energy is therefore about $Q_0+\sigma^2\beta$. It grows on cooling, so the plot bends downward, with a second derivative in $\beta$ of order $-\sigma^2$.

The slowing factor is of order $e^{-\beta d}\sim e^{-\sigma^2\beta^2}$. Differentiating this exponent twice gives $-2\sigma^2$ instead. The two readings differ by a factor of two, which scaling cannot settle.

\section{Exact solution}

\subsection{From hops to diffusivity}

Let $\boldsymbol\xi_m$ be the $m$th hop vector, of length $a$, and $n(t)$ the number of hops made by time $t$. The mean square displacement is
\begin{equation}
\langle R^2\rangle=a^2\langle n(t)\rangle+2\sum_{l<m}\big\langle\boldsymbol\xi_l\cdot\boldsymbol\xi_m\,[\,n(t)\ge m\,]\big\rangle ,
\end{equation}
where the bracket is 1 if the condition holds and 0 otherwise. Whether hop $m$ occurs before $t$ depends on the sites visited before it and on the waiting times there. It does not depend on the direction of hop $m$. Because the saddles are equal, that direction is equally likely to be any of the four, whatever the past. Its average is zero, the double sum vanishes, and $\langle R^2\rangle=a^2\langle n\rangle$.

The hop number grows at the rate $4\sum_i p_i\Gamma_i$, where $p_i$ is the probability of being on site $i$. In equilibrium $p_i=e^{-\beta\varepsilon_i}/\sum_j e^{-\beta\varepsilon_j}$, and the trap energy cancels from each product $p_i\Gamma_i$:
\begin{equation}
\sum_i p_i\Gamma_i=\frac{N\nu e^{-\beta Q_0}}{\sum_j e^{-\beta\varepsilon_j}}
=\frac{\nu e^{-\beta Q_0}}{\langle e^{-\beta\varepsilon}\rangle},
\end{equation}
with $\langle\cdot\rangle$ on the right an average over sites. This rate is constant in time. Comparing $\langle R^2\rangle=4a^2t\sum_ip_i\Gamma_i$ with the two-dimensional definition $\langle R^2\rangle=4Dt$ gives
\begin{equation}
D=\frac{a^2\nu\,e^{-\beta Q_0}}{\langle e^{-\beta\varepsilon}\rangle}. \label{eq:D}
\end{equation}

Equilibration matters. A tracer placed on all sites with equal probability starts with the mean rate $\nu e^{-\beta Q_0}\langle e^{\beta\varepsilon}\rangle$, which is at least as large, since $\langle e^{\beta\varepsilon}\rangle\langle e^{-\beta\varepsilon}\rangle\ge1$. The master equation was solved on a $60\times60$ lattice with a repeated $4\times4$ block of traps drawn with $\sigma=0.8\,kT$. The equilibrium start followed $4Dt$ within a relative error of $5\times10^{-7}$. The equal-probability start began 2.11 times faster, spread 1.68 times faster on average up to the time $0.1/(\nu e^{-\beta Q_0})$, and later reached the same slope.

\subsection{Curvature for any trap distribution}

Take the logarithm of \eqref{eq:D} and differentiate:
\begin{align}
\frac{d\ln D}{d\beta}&=-Q_0+\frac{\langle\varepsilon e^{-\beta\varepsilon}\rangle}{\langle e^{-\beta\varepsilon}\rangle}
=-Q_0+\langle\varepsilon\rangle_{\rm eq},\\
\frac{d^2\ln D}{d\beta^2}&=-\langle\varepsilon^2\rangle_{\rm eq}+\langle\varepsilon\rangle_{\rm eq}^2=-\mathrm{Var}_{\rm eq}(\varepsilon). \label{eq:var}
\end{align}
The subscript denotes weighting by equilibrium occupation. Within this model the curvature is minus the variance of the occupied site energies, so it cannot be positive.

\subsection{Gaussian traps}

Completing the square in the weighted Gaussian exponent gives
\begin{equation}
-\frac{\varepsilon^2}{2\sigma^2}-\beta\varepsilon
=-\frac{(\varepsilon+\sigma^2\beta)^2}{2\sigma^2}+\frac{\sigma^2\beta^2}{2}.
\end{equation}
The first term is again a Gaussian of width $\sigma$, now centred at $-\sigma^2\beta$, and it integrates to one. The saddle lies $10.7\sigma$ above the mean site energy, so the cut-off is negligible here. Hence $\langle e^{-\beta\varepsilon}\rangle=e^{\sigma^2\beta^2/2}$ and
\begin{equation}
D=a^2\nu\exp\!\left(-\frac{Q_0}{kT}-\frac{\sigma^2}{2k^2T^2}\right),\qquad
\frac{d^2\ln D}{d(1/T)^2}=-\left(\frac{\sigma}{k}\right)^2. \label{eq:law}
\end{equation}
The second result follows from $d^2\ln D/d\beta^2=-\sigma^2$ and $\beta=(1/T)/k$. The apparent activation energy is $Q_{\rm app}=-d\ln D/d\beta=Q_0+\sigma^2\beta$. The tangent at $\beta$, continued to $1/T=0$, has the logarithmic intercept
\begin{equation}
\ln D+\beta Q_{\rm app}=\ln(a^2\nu)+\tfrac12\sigma^2\beta^2 ,
\end{equation}
so a straight fit returns a prefactor that is too large.

\subsection{Numbers}

Here $a^2\nu=4.5\times10^{-3}$ cm$^2$/s. At 673 K, $Q_0/kT=27.589$ and $\sigma^2/(2k^2T^2)=3.345$, so
\begin{equation}
D=4.5\times10^{-3}\,e^{-30.934}\ \mathrm{cm^2/s}=1.7\times10^{-16}\ \mathrm{cm^2/s}=1.7\times10^{-20}\ \mathrm{m^2/s}.
\end{equation}
The root-mean-square displacement along one direction reaches $L=20$ nm after $L^2/(2D)=1.2\times10^4$ s, about 3.4 hours. This assumes an equilibrated start. A tracer placed on all sites with equal probability makes about 1.45, 1.2 and 1.1 times as many hops as the law gives after ten minutes, one hour and 3.4 hours at 673 K, so in short anneals the start alone can shift $D$ at the cold end by more than the bow found below. At 1073 K the same distance takes only 0.05 s, so the hot end of the window needs much longer diffusion paths than such a film. From 1073 to 673 K, $Q_{\rm app}$ rises from 1.84 to 1.99 eV. The tangent prefactor at 673 K is 0.13 cm$^2$/s, 28 times $a^2\nu$.

With $\sigma/k=1740.7$ K the curvature is $-3.03\times10^6$ K$^2$, or $-0.0225$ eV$^2$ in the variable $\beta$. On the usual axes, $\log_{10}D$ against $1000/T$, it is $-3.03\times10^6\ \mathrm{K^2}/(10^6\ln10)=-1.32\ \mathrm{K^2}$.

\section{Comparison of the two}

Scaling gives the right sign, the right dependence on $\sigma$ and the right order of the dominant depth. That its coefficient is exactly one is an accident: the product $e^{\beta d-d^2/\sigma^2}$ peaks at $\sigma^2\beta/2$, and the same balance applied to the true Gaussian gives $2\sigma^2\beta$. The exact solution fixes the coefficients: one half in the exponent and one in the curvature. For $D$ itself the half is important. At 673 K the scaling exponent $\sigma^2\beta^2=6.69$ would make $D$ too small by $e^{3.345}\approx28$.

\subsection{What a straight line misses}

Draw a chord through $\ln D$ at $\beta_1$ and $\beta_2$. The difference between $\ln D$ and the chord is a quadratic with second derivative $-\sigma^2$ and zeros at both points:
\begin{equation}
\ln D-\ln D_{\rm chord}=-\tfrac12\sigma^2(\beta-\beta_1)(\beta-\beta_2).
\end{equation}
Its maximum, halfway between them, is $\sigma^2(\beta_2-\beta_1)^2/8$. For the anneal window $\beta_2-\beta_1=17.243-10.815=6.428$ eV$^{-1}$, and the bow is 0.116, or 12\% in $D$. With five to about twenty anneal temperatures, scatter of that size leaves the fitted curvature at only 0.9 to 1.5 standard errors, which hides it. At 373 K, where $\beta=31.11$ eV$^{-1}$, the same chord lies above \eqref{eq:law} by a factor of 24; a least-squares line through 5 to 21 points evenly spaced in temperature lies above it by 25 to 27.

\subsection{A second limit: too few sites}

That factor presumes that the deep traps exist. A boundary facet 20 nm high and 30 nm wide has $N=6667$ sites. A rough estimate of the deepest depth $u$ follows from $Ne^{-u^2/2\sigma^2}\sim1$, so $u\sim\sigma\sqrt{2\ln N}=4.2\sigma$. The dominant depth $\sigma^2\beta$ exceeds this below
\begin{equation}
T_f=\frac{\sigma}{k\sqrt{2\ln N}}=415\ \mathrm{K}.
\end{equation}
This estimate drops the prefactor of the Gaussian tail. The deepest of 6667 sites lies on average at $3.75\sigma$, which moves the crossover to about 460 K. In a median facet the deepest site holds about 37\% of the occupation at 373 K, half at 300 K and a little over 70\% at 200 K. Far below $T_f$ one deepest site dominates the sum, $\langle e^{-\beta\varepsilon}\rangle\to e^{\beta u}/N$, and \eqref{eq:D} becomes $D\to Na^2\nu e^{-\beta(Q_0+u)}$. The plot is straight again.

The table gives medians over 1000 random facets, each treated as the repeating unit of an extended boundary.
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $D$/law & curvature$/(-\sigma^2)$\\
1073 & 1.00 & 0.96\\
673 & 1.06 & 0.75\\
373 & 3.8 & 0.18
\end{tabular}
\end{center}
The curvature suffers before $D$ does. At 673 K the occupied energies are centred $2.6\sigma$ deep, while the deepest site of a median facet is at $3.7\sigma$, so a typical facet lacks part of the deep side of the distribution and its variance is smaller. At 373 K the middle 80\% of facets range from about 1 to 9 times the law (the median 3.8 is uncertain by about 0.2 from sampling). Neither the law nor the chord then predicts a single facet. The law needs a tracer that equilibrates over many more sites: at 373 K the median $D$ is still 1.5 times the law for $10^6$ sites and 1.1 times for $10^8$, where the curvature has reached only about 70\% of $-\sigma^2$.

Time is a stricter limit. At 373 K a site of mean energy holds the tracer for 6.6 years and a trap of the dominant depth for about $2\times10^{10}$ years, and the law gives $3\times10^{-5}$ hops in ten years. The tracer does not equilibrate in service. Since $\langle R^2\rangle=a^2\langle n\rangle$ holds for any start, the probability of a first hop bounds the spread from below. In ten years a distribution frozen in at 673 K reaches a mean square displacement of at least $0.012a^2$, 400 times the law. Counting the later hops as well gives about $0.025a^2$, and an equal-probability start gives about $1.4a^2$, so from these starts the tracer moves by about one site spacing or less. At 373 K the factor of 24 compares two equilibrium values, and neither describes the real spread.

\subsection{Filling of the traps}

At a mean filling $c$ with at most one atom per site, the occupation obeys $f_i/(1-f_i)=e^{\beta(\mu-\varepsilon_i)}$, where $\mu$ is measured from $E_0$. Then $f_i\Gamma_i=\nu e^{-\beta(Q_0-\mu)}(1-f_i)$. The target must be empty, which for independent sites gives another factor $1-c$ on average. The hop rate per atom and direction is thus $\nu e^{-\beta(Q_0-\mu)}(1-c)^2/c$. This estimate omits the tendency of a blocked tracer to hop back.

At 673 K and $c=10^{-4}$ the rate rises by 3\%, but the curvature shrinks by 23\% of $\sigma^2$. At $c=10^{-6}$ the changes are 0.07\% and 1.5\%. A filling that is dilute for $D$ need not be dilute for its curvature. These figures are for the hop rate. A concentration profile follows the chemical diffusivity, which in the same estimate has $\langle f(1-f)\rangle$ in place of $c$ in the denominator; at $c=10^{-4}$ it rises by 6\% and its curvature shrinks by 32\%. At $c=10^{-2}$ both lose about 70\% of the curvature.

\subsection{Unequal saddles and steady flux}

Define the activity $x_i=p_ie^{\beta\varepsilon_i}$. The net current between neighbours is $g_{ij}(x_i-x_j)$, with $g_{ij}=\nu e^{-\beta(Q_0+s_{ij})}$ if the saddle is shifted by $s_{ij}$. If the $s_{ij}$ are independent of the site energies, this is a resistor network that does not contain the trap depths. Steady flux at fixed source activity is then independent of $\sigma$ (saddles that follow the site energies break this: $s_{ij}=\max(\varepsilon_i,\varepsilon_j)$ lowers the flux at 673 K by a factor of about 2.7); the traps enter $D$ because they store atoms. On large scales $D=a^2g_{\rm eff}/\langle e^{-\beta\varepsilon}\rangle$.

Let the $s_{ij}$ be independent and Gaussian with width $\sigma_s$. In a one-dimensional channel the resistances add, $1/g_{\rm eff}=\langle1/g\rangle\propto e^{\sigma_s^2\beta^2/2}$, and the curvature becomes $-(\sigma^2+\sigma_s^2)$. For $\sigma_s=0.05$ eV that is 11\% more.

On a large isotropic square lattice, exchanging currents and activity differences and turning the pattern by $90^\circ$ maps conductances $g$ to $1/g$, so $g_{\rm eff}[g]\,g_{\rm eff}[1/g]=1$. Write $g=g_0e^{-\beta s}$ and $g_{\rm eff}[g]=g_0h$. Since $s$ and $-s$ are equally likely, $g_{\rm eff}[1/g]=h/g_0$. Hence $h^2=1$, $g_{\rm eff}=g_0$, and the spread adds no curvature. Numerically, a spread of $1\,kT$ on $40\times40$ lattices shifted $\ln D$ by $-0.006$, against $-0.5$ expected in a channel. The cancellation belongs to the single square layer, which is its own dual. For $\sigma_s=0.05$ eV at 673 K the spread adds about $+0.16\sigma_s^2$ to the curvature on a triangular lattice, $-0.16\sigma_s^2$ on a honeycomb lattice and $+0.11\sigma_s^2$ for two coupled square layers, each at most 2\% of $\sigma^2$. For $\sigma_s=0.15$ eV it shifts $\ln D$ on these lattices by about $+0.6$, $-0.7$ and $+0.4$.

\section{The real barrier}

The parameters are round trial values, not fitted to measured copper diffusivities, and $\sigma$ in particular is an assumption. So is the Gaussian shape, because the results probe the deep tail and not the width. At the same standard deviation of 0.15 eV, a uniform spectrum, a Gaussian cut off $3\sigma$ deep and skew-normal spectra of shape parameter 3 leaning to the shallow or the deep side give fitted values of 0.07, 0.12, 0.09 and 0.23 eV, and the factor of 24 at 373 K becomes 1.5, 3.5, 2.8 and about 1600. A 20 nm film is thick compared with the few nanometres of advanced interconnects; a thinner film has fewer sites per facet and a higher $T_f$. Real boundaries are finite and may be partly filled by copper or impurities. For the present numbers at 673 K, a single typical facet shows about three quarters of the curvature, and a filling of $10^{-4}$ removes a quarter to a third of it. The mean time lag of many facets in parallel is linear in the dwell times and averages over all their sites; for 2400 facets it typically keeps about 99\% of the curvature, with the middle 80\% of samples between 95 and 106\%.

Quantum effects are small for the values used here; exchange with the grains need not be. Harmonic quantum vibrations and tunnelling, with all mode frequencies of size $\nu$, multiply the rate by $\sinh(y)/\sin(y)$ with $y=h\nu/2kT$. This raises the rate by 1.1\% at 673 K and changes the curvature by 0.3\%. A parallel path through the grains, with a trial activation energy of 2.8 eV, the same prefactor and a boundary area share of 3.3\%, reduces the curvature at 1073 K by 1\%. This assumes equal concentrations in grain and boundary at all temperatures and depends steeply on the trial energy: the loss is 6\% for 2.6 eV and 27\% for 2.4 eV. Traps store atoms, however, so the segregation factor varies as $\langle e^{-\beta\varepsilon}\rangle$; if it equals that average, the same parallel-path estimate keeps only 38\% of the curvature at 1073 K. Leakage into the grains depends on the anneal time. For 2.8 eV the distance $\sqrt{D_gt}$ covered in the grain in one hour is 0.001 nm at 673 K and 11 nm at 1073 K, and the diffusivity read from the mean square depth of one-hour anneals then bows by more than 1 in the logarithm instead of 0.116. For a tracer started in a boundary 0.5 nm wide between slab-shaped grains 15 nm wide or wider, the bow is about 1.3 to 1.5 if the segregation factor equals $\langle e^{-\beta\varepsilon}\rangle$. An extra segregation energy of 0.5 eV on top of that factor holds the tracer in the boundary and returns the bow to about 0.13. One hour carries the tracer 11 nm along the boundary at 673 K but about 5 $\mu$m at 1073 K, so these bows apply to samples much thicker than the film. If each anneal lasts only $L^2/(2D)$ with $L=20$ nm, little leaks, and the bow is 0.13 with the segregation factor $\langle e^{-\beta\varepsilon}\rangle$ and 0.15 without segregation. Once the leaked amount exceeds the amount stored in the boundary, the profile follows the product of $D$ and the segregation factor, in which $\langle e^{-\beta\varepsilon}\rangle$ cancels. For Gaussian traps with equal saddles, a fitted curvature yields $\sigma$ only if the tracer stays in the boundary, is equilibrated and dilute (a fit over the window returns $\sigma$ too low by 1 to 2\% at $c=10^{-5}$, by 4 to 7\% at $10^{-4}$ and by 15 to 21\% at $10^{-3}$), the boundary sampled is large (single facets give a median of 0.140 eV, with the middle 80\% between 0.13 and 0.16 eV), its structure does not change during the anneals, the prefactor and barrier add no curvature of their own (a prefactor proportional to $T$ or $1/T$ changes the fitted curvature by 23\% and the fitted $\sigma$ to 0.131 or 0.167 eV), and the scatter is well below the 12\% bow (about 2\% with five temperatures, or 3.5\% with about twenty, makes the standard error of $\sigma$ 10\%). The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Q0 = 1.6 eV, sigma = 0.15 eV
a = 0.3 nm, nu = 5.0e+12 Hz
film = 20.0 nm, facet width = 30.0 nm
a^2 nu = 4.500e-03 cm^2/s
T = 1073 K: kT = 0.09246 eV, sigma/kT = 1.622
  Q0/kT = 17.304, sigma^2/(2 k^2T^2) = 1.316
  D (law) = 3.687e-11 cm^2/s
  dominant depth = 0.243 eV, Q_app = 1.843 eV
  tangent prefactor = 1.678e-02 cm^2/s
T = 673 K: kT = 0.05799 eV, sigma/kT = 2.586
  Q0/kT = 27.589, sigma^2/(2 k^2T^2) = 3.345
  D (law) = 1.655e-16 cm^2/s
  dominant depth = 0.388 eV, Q_app = 1.988 eV
  tangent prefactor = 1.276e-01 cm^2/s
T = 373 K: kT = 0.03214 eV, sigma/kT = 4.667
  Q0/kT = 49.778, sigma^2/(2 k^2T^2) = 10.889
  D (law) = 2.022e-29 cm^2/s
  dominant depth = 0.700 eV, Q_app = 2.300 eV
  tangent prefactor = 2.411e+02 cm^2/s
L^2/(2D) at 673 K = 1.208e+04 s = 201.4 min
curvature in beta = -0.0225 eV^2
sigma/k = 1740.7 K
curvature of ln D in 1/T = -3.0300e+06 K^2
curvature of log10 D in 1000/T = -1.3159 (1000 K^-1)^-2
largest bow in window: ln = 0.1162, factor 1.123
chord/law at 373 K = 23.73
MSD test: largest relative error = 5.2e-07
equal-probability start: early MSD ratio = 1.676, late slope ratio = 1.0000
sites per facet = 6667, T_f = 415 K
facet D/law at 1073 K: 10% 0.942, median 1.000, 90% 1.055
  median facet curvature/(-sigma^2) = 0.960
facet D/law at 673 K: 10% 0.819, median 1.057, 90% 1.272
  median facet curvature/(-sigma^2) = 0.747
facet D/law at 373 K: 10% 0.902, median 3.753, 90% 9.264
  median facet curvature/(-sigma^2) = 0.183
blocking c = 1e-06, 673 K: rate ratio 1.00071, curvature change/sigma^2 = +0.0147
blocking c = 1e-04, 673 K: rate ratio 1.03344, curvature change/sigma^2 = +0.2342
blocking c = 1e-06, 373 K: rate ratio 1.437
saddle spread 1 kT, square sheet: shift of ln D = -0.0058
saddle spread 0.05 eV, single file: curvature change/sigma^2 = -0.1111
h nu = 0.02068 eV, quantum rate factor at 673 K = 1.0107
  quantum curvature change/sigma^2 = +0.00317
grain path: Q_b = 2.8 eV, boundary width = 0.5 nm, area share = 0.0333
  share of transport at 1073 K = 2.50e-04, curvature change/sigma^2 = +0.0104
steady flux with traps / without = 1.0000000000
\end{verbatim}
